# Why the Dry Length of Merging Wet Bundles Grows as N^(3/4), part 2

Equal, parallel elastic sheets of height $H$ and thickness $t$ are clamped in a rigid base, free at their tips, and drawn together by a liquid. The clear gap at the root is $g$. Sheets slide without friction, slopes are small, and energies are per unit width. The coordinate $x$ runs from the root, and a prime means a derivative with respect to $x$.

Two bundles of $n$ sheets merge into one of $N=2n$. The dry length $\ell$ runs from the root to the new junction; $\ell_N$ is its equilibrium value. Inner junctions, made in earlier mergers, must lie below the new one. The mean deflections of the left and right bundles are $W_1$ and $W_2$, positive to the right. Mean motion has stiffness $nB$ per bundle and is independent of internal motion.

With Young modulus $E$ and Poisson ratio $\nu$, the bending stiffness of a sheet (in N m) is

$$
B=\frac{Et^3}{12(1-\nu^2)} .
$$

The wetting energy is $G=\gamma\cos\theta$ (in N/m), with surface tension $\gamma$ and contact angle $\theta$.

Half the approach, $R=(W_1-W_2)/2$, satisfies

$$
R(0)=0,\qquad R'(0)=0,\qquad R(\ell)=w,\qquad R'(\ell)=0 ,
$$

where $w=ng/2$ is the travel of each bundle. The least-energy shape gives

$$
\int_0^\ell(R'')^2dx=\frac{36w^2}{\ell^4}\,\ell\,\frac13=\frac{12w^2}{\ell^3},
$$

and a bending energy of $6nBw^2/\ell^3$ for each bundle. Measured from the state with both facing surfaces wet over their full height, the energy is

$$
U(\ell)=\frac{12nBw^2}{\ell^3}+2G\ell .
$$

Its minimum lies at

$$
\ell_N^4=\frac{9}{16}N^3g^2L_{\rm EC}^2,
\qquad
\ell_N=\left(\frac9{16}\right)^{1/4}N^{3/4}\sqrt{gL_{\rm EC}} ,
$$

with $L_{\rm EC}=\sqrt{B/G}$ and prefactor $\sqrt3/2\approx0.866$. For two single sheets, $\ell_2^4=\tfrac92g^2L_{\rm EC}^2$.

The silicon example uses $t=50$ nm, $g=100$ nm, $H=4000$ nm, $E=160$ GPa, $\nu=0.20$, $\gamma=0.072$ N/m and $\theta=20^\circ$.

## Force balance, limits and a silicon example

Two bundles of $n=N/2$ sheets merge after each has travelled $w=ng/2$, where $g$ is the clear gap at the root. A sheet has bending stiffness $B$ per unit width and thickness $t$. The wetting energy is $G=\gamma\cos\theta$, and $L_{\rm EC}=\sqrt{B/G}$. The energy of a junction at distance $\ell$ from the root, and the position of its minimum, are

$$
U=\frac{12nBw^2}{\ell^3}+2G\ell,\qquad
\ell_N^4=\frac{18nBw^2}{G}=\frac9{16}N^3g^2L_{\rm EC}^2 .
$$

The curvature of each bundle at the root and at the junction has magnitude $\kappa=6w/\ell^2$.

At equilibrium this curvature takes a simple value:

$$
\kappa^2=\frac{36w^2}{\ell_N^4}=\frac{2G}{nB}.
$$

The travel has dropped out, so the liquid can hold a bundle at one particular curvature, however far the bundle has come. The scaling can be read from this as well: $\ell^2=6w/\kappa$, with $w\propto n$ and $\kappa\propto n^{-1/2}$, gives $\ell^2\propto n^{3/2}$.

The same curvature follows from pressure, without surface energies of the solid. Suppose that the liquid wedge ends in a meniscus where the gap between the bundles is $h$. Between nearly parallel walls the liquid pressure lies below that of the air by $2G/h$. Let $s$ be the distance from the contact point towards the root, and $y(s)$ the distance of one bundle from the midplane, so that the gap is $2y$. In the wedge, $0<s<s_m$, the suction pulls the bundle inwards:

$$
nB\,\frac{d^4y}{ds^4}=-\frac{2G}{h},\qquad\text{or}\qquad
\frac{d^4y}{ds^4}=-P,\quad P=\frac{2G}{nBh}.
$$

At $s=0$ the bundle touches a straight packed region, so $y$, its slope and its curvature vanish. The third derivative may start at a finite value $a$, because the contact can supply a reaction force. Hence

$$
y=\frac{as^3}{6}-\frac{Ps^4}{24}.
$$

If the wedge is short compared with $\ell$, the curvature just outside it is nearly constant on the scale of the wedge. The third derivative $a-Ps$ must then vanish at $s_m$, which gives $a=Ps_m$. The curvature at the meniscus is

$$
\kappa=as_m-\frac{Ps_m^2}{2}=\frac{Ps_m^2}{2},
$$

and the gap condition $y(s_m)=h/2$ gives

$$
Ps_m^4\left(\frac16-\frac1{24}\right)=\frac{Ps_m^4}{8}=\frac h2,
\qquad s_m^4=\frac{4h}{P}=\frac{2h^2nB}{G}.
$$

Therefore $\kappa^2=P^2s_m^4/4=Ph=2G/(nB)$, as before. The gap $h$ cancels because a narrower meniscus pulls harder over a shorter wedge.

This calculation also gives the first correction for a finite wedge. The slope at the meniscus is

$$
\frac{Ps_m^3}{2}-\frac{Ps_m^3}{6}=\frac{Ps_m^3}{3}=\frac23\kappa s_m .
$$

A bundle of constant curvature $\kappa$ that left the midplane at $s=s_m/3$ would have this same slope at $s_m$. The small third derivative $c$ that remains outside the wedge does not change the curvature at this apparent junction to first order. With $a=Ps_m+c$, the gap condition becomes $Ps_m^4/8+cs_m^3/6=h/2$, which lowers $Ps_m^2/2$ from $\sqrt{Ph}$ to $\sqrt{Ph}-cs_m/3$. The curvature at the meniscus is $Ps_m^2/2+cs_m$, and following it back to $s_m/3$ subtracts $\tfrac23cs_m$, which leaves $\sqrt{Ph}$. Seen from the root, the junction therefore appears to lie at $s_m/3$, while air reaches only to $s_m$. To leading order the air-exposed length is

$$
\ell_{\rm air}\simeq\ell_N-\frac23s_m .
$$

Since $s_m\propto n^{1/4}$ at fixed $h$, the relative correction falls as $n^{-1/2}$. The force balance was also solved numerically for $n=1$ and $n=4$, with the silicon parameters given below and without treating the wedge as short. For $h=10^{-4}$ nm the dry length agreed with $\ell_N$ to within one part in a thousand.

A minimum of $U$ does not by itself mean that merging is favourable. At the minimum, $12nBw^2=\tfrac23G\ell_N^4$, so the bending energy is $\tfrac23G\ell_N$ and

$$
U(\ell_N)=\frac23G\ell_N+2G\ell_N=\frac83G\ell_N .
$$

If the two bundles stay apart and their facing surfaces are dry over the full height $H$, the energy on the same scale is $2GH$. The merged state is lower when

$$
H>\frac43\ell_N .
$$

For $\ell_N<H<\tfrac43\ell_N$ the packed state is a local minimum with a higher energy than the separated dry state. For $H<\ell_N$ the energy still falls as the junction reaches the tips, so no packed region is stable. Sheets that touch at their tips alone form a different state, which this energy does not describe. The comparison also says nothing about the path taken during drying, so it tells which state is lower but not whether it is reached.

The role of sliding shows when it is removed. A solid block of thickness $nt$ has stiffness proportional to $(nt)^3$, which is $n^3B$. With the same travel, $\ell^4\propto n^3n^2=n^5$, and the dry length would grow as $N^{5/4}$. This describes bundles that are solid down to the root. Sheets that stick together above their inner junctions but remain separate below them are a different problem, and neither exponent has been derived for it.

The equality of the bundles matters too. Let bundles of $n_1$ and $n_2$ sheets merge, with $N=n_1+n_2$ and with all inner junctions below the new one. At the root their centres are $N(g+t)/2$ apart, and after packing $Nt/2$, so they approach by $D=Ng/2$. Let $M=(n_1W_1+n_2W_2)/N$ be the common mean and $Q=W_1-W_2$ the approach. Then $W_1=M+n_2Q/N$ and $W_2=M-n_1Q/N$. In $n_1(W_1'')^2+n_2(W_2'')^2$ the cross terms cancel, and the coefficient of $(Q'')^2$ is

$$
\frac{n_1n_2^2+n_2n_1^2}{N^2}=\frac{n_1n_2}{N}.
$$

The function $Q$ obeys the same boundary conditions as before, with travel $D$, so the bending energy is $\tfrac B2(n_1n_2/N)(12D^2/\ell^3)$. Inserting $D$ gives $\tfrac32n_1n_2NBg^2/\ell^3$, and balancing its derivative against $2G$ yields

$$
\ell^4=\frac94n_1n_2N\,\frac{Bg^2}{G}.
$$

For $n_1=n_2=N/2$ this returns the factor $\tfrac9{16}N^3$. If a large bundle grows by one sheet at a time, $n_1n_2=N-1\approx N$ and $\ell\propto N^{1/2}$. Each junction then lies above the earlier ones, as the derivation requires. A single sheet joining a large bundle built by doubling would violate that condition, and the formula does not apply to it. The three-quarter power thus belongs to partners whose sizes stay in a fixed proportion.

The law for equal bundles was tested on arrays in which every sheet was an individual beam of stiffness $B$. Neither a bundle stiffness nor a bundle travel was supplied. The pattern of repeated doubling was imposed, and junctions of the same generation were given the same height. The total energy was then minimised over all sheet shapes and junction heights. With $B=g=G=1$ the uppermost junction came out at 1.4565, 2.4495, 4.1195 and 6.9282 for 2, 4, 8 and 16 sheets, which are the values of the formula to the digits shown. The fitted exponent was 0.7500. In a second test with eight sheets, the inner junctions were held at heights 1 and 2 instead of their equilibrium values 1.4565 and 2.4495. The top junction stayed at 4.1195, as the separation of mean and internal motion requires.

For an example in engineering units, take tall silicon walls that are rinsed in water after etching. The rough inputs are $t=50$ nm, $g=100$ nm, $H=4000$ nm, $E=160$ GPa, $\nu=0.20$, $\gamma=0.072$ N/m and $\theta=20^\circ$. Then

$$
B=\frac{(160\times10^9)(50\times10^{-9})^3}{12(1-0.20^2)}
=1.736\times10^{-12}\ {\rm N\,m},
$$

$$
G=0.072\cos20^\circ=0.0677\ {\rm N/m},\qquad
L_{\rm EC}=\sqrt{\frac BG}=5066\ {\rm nm}.
$$

The length that sets the scale is $\sqrt{gL_{\rm EC}}=\sqrt{100\times5066}\approx712$ nm. For eight walls,

$$
\ell_8=0.866\times8^{3/4}\times712\ {\rm nm}\approx2930\ {\rm nm}=2.93\ \mu{\rm m}.
$$

The dry lengths for 2, 4 and 16 walls are about 1040, 1740 and 4930 nm. For rigid roots and a vanishing wedge, the height above which merging lowers the energy is about 3910 nm for eight walls and 6570 nm for sixteen. At $H=4000$ nm, eight is therefore the largest bundle in the doubling sequence that pays. The margin is only about 2 %, less than the uncertainty of the inputs, so the boundary between four and eight is not settled by this estimate.

The largest correction considered comes from the liquid wedge. With a meniscus gap of 5 nm the suction is 27 MPa. The numerical force balance gives air-exposed lengths of 903 nm for two walls and 2749 nm for eight, which are 12.9 % and 6.3 % below the ideal values. The leading-order formula explains why the relative shift halves when $n$ rises from 1 to 4. If these two lengths were read as a power law, the exponent would be $\ln(2749/903)/\ln4\approx0.80$. At a fixed meniscus gap, small bundles can thus appear to grow faster than the limiting law.

The base also yields. Suppose that the root of a wall rotates by $\lambda$ times its root curvature. To first order the rotation $\lambda\kappa$ relieves the bundle of the energy $nB\kappa\cdot\lambda\kappa$, and the base stores half of this. At fixed travel, a small compliance therefore lowers the energy of a bundle by $\tfrac12nB\lambda\kappa^2=18nBw^2\lambda/\ell^4$. The bending energy becomes

$$
\frac{6nBw^2}{\ell^3}\left(1-\frac{3\lambda}{\ell}\right)\simeq\frac{6nBw^2}{(\ell+\lambda)^3},
$$

so to first order the dry length shortens by $\lambda$. For an isolated wall on an elastic half-space, loaded by a bending stress that varies linearly across the root, the computed value is $\lambda=24$ nm. The resulting shifts are $-2.2$ % for two walls and $-0.8$ % for eight. The linear stress overstates the compliance. A root face that stays plane gives $\lambda=4t/(3\pi)=21$ nm, and wall and base treated as one elastic body give about 20 nm, which reduces the shifts to about $-1.9$ % and $-0.7$ %. The interaction of neighbouring roots through the base is left out.

Each of the remaining effects and input changes shifts the dry length by about 5 % or less. Transverse shear shortens the dry length by 0.3 % for two walls and by less than 0.1 % for eight. Large rotations of the mean bundle motion lengthen it by 0.05 % and 0.10 %. That shift scales with the square of the slope, and $w/\ell\propto n^{1/4}$, which accounts for the doubling. Single walls in the bundle of eight turn further than the mean, and their unequal shortening displaces the inner contacts along the walls. To first order in the squared slope, these two effects together shorten the dry length for eight walls by about 1 %, which outweighs the small lengthening found from the mean motion alone. An attraction between the walls with a Hamaker constant of $10^{-19}$ J across a 1 nm film shortens the length by about 0.5 %. Lowering the surface tension to 0.066 N/m, a rough value for warm water, lengthens it by 2.2 %. The modulus of silicon depends on direction, and a range from roughly 130 to 190 GPa, with $\nu$ held at 0.20, moves the length by $-5$ to $+4$ %. The Poisson ratio also depends on direction, so this range is only a guide.

The root stress is a more serious limit. The outermost wall bends in the same direction in every merger, so its root curvatures add. Each merger of two groups of $m$ sheets contributes $\sqrt{2G/(mB)}=\sqrt2/(L_{\rm EC}\sqrt m)$. For eight walls $m=1,2,4$, and the surface strain is

$$
\varepsilon=\frac t2\,\frac{\sqrt2}{L_{\rm EC}}
\left(1+\frac1{\sqrt2}+\frac12\right)\approx1.54\,\% .
$$

The corresponding stress, $E\varepsilon/(1-\nu^2)$, is 2.6 GPa. Silicon is brittle, and its strength depends on surface flaws and on the shape of the root. Walls could therefore break before they form the calculated bundle.

The walls of this example are 80 times as tall as they are thick. For walls of the same thickness and gap that are shorter than about 3910 nm, the condition $H>\tfrac43\ell_N$ allows only bundles smaller than eight in the doubling sequence. Real arrays can have uneven gaps and need not merge by doubling. The assumption of a vanishing wedge breaks while liquid remains, and for a 5 nm meniscus gap this moves the dry length by the 6 to 13 % found above. Free sliding may fail as the films dry out. At the peak bundle angle of 5.9° in the merger to eight, rotation alone would make neighbouring faces slip by about 5 nm, and unequal shortening of the walls, estimated from the small-slope shapes, displaces neighbouring tips along each other by up to about 12 nm. Friction against this motion has not been sized. As a design estimate, a stable packed pair is excluded when $H<\ell_2\approx1040$ nm, provided that the roots are rigid, the wedge is thin and no adhesion beyond wetting acts. This does not exclude sticking at the tips alone. A single wall bent by a tip force $F$ travels $w=FH^3/(3B)$ and has the tip slope $3w/(2H)$. If a small liquid wedge remains at the touching tips, its suction $2G/h$ acts over the length $hH/(3w)$ and pulls each wall with the force $2GH/(3w)$. This is enough to hold the pair when $H^4>9Bw^2/(2G)=\ell_2^4/4$, that is, for walls taller than about 730 nm. Neither height is a safe limit for a drying process. Rinsed walls dry from the tips, with liquid at the root and the meniscus at the top, which is the reverse of the geometry treated here. For a pair whose common gap is filled while the outer gaps are empty, the suction $2G/(g-2\delta)$ bends each tip by $\delta$, with $\delta(g-2\delta)=GH^4/(4B)$. The left side cannot exceed $g^2/8$, so the walls are pulled into contact when $H^4>Bg^2/(2G)=\ell_2^4/9$, that is, above about 600 nm. Whether they part again then depends on solid adhesion, which this model leaves out. The numerical output lists the remaining values.

## Numbers as computed

```
TESTS ON FULL ARRAYS (B = g = G = 1)
N=2: dry length, array 1.4565, law 1.4565
N=4: dry length, array 2.4495, law 2.4495
N=8: dry length, array 4.1195, law 4.1195
N=16: dry length, array 6.9282, law 6.9282
Fitted exponent, sliding sheets: 0.7500
Exponent, fully welded blocks: 1.2500
N=8 with inner junctions at 1 and 2: 4.1195
SILICON WALLS IN WATER (rough inputs)
Thickness, gap, height: 50, 100, 4000 nm
Young modulus: 160 GPa; Poisson ratio: 0.20
Surface tension: 0.072 N/m; contact angle: 20 deg
G = gamma cos(angle): 0.06766 N/m
Bending stiffness B: 1.7361e-12 N m
Elastocapillary length L_EC: 5065.6 nm
N=2: travel 50 nm, dry length 1036.6 nm, height needed 1382.2 nm
N=4: travel 100 nm, dry length 1743.4 nm, height needed 2324.5 nm
N=8: travel 200 nm, dry length 2932.0 nm, height needed 3909.3 nm
N=16: travel 400 nm, dry length 4931.0 nm, height needed 6574.7 nm
Largest doubled bundle that pays: N=8
Dry length for N=8: 2.932 um
NEGLECTED EFFECTS
Root compliance as added length: 23.87 nm
Meniscus gap for wedge estimate: 5.0 nm
Laplace suction: 27.1 MPa
N=2: root shift -22.5 nm (-2.18 %)
N=2: shear shift -0.291 %
N=2: large-rotation shift 0.050 %
N=2: peak bundle angle 4.15 deg, neighbour slip 3.62 nm
N=2: wedge 202.0 nm, dry length 902.9 nm (-12.90 %)
N=8: root shift -23.4 nm (-0.80 %)
N=8: shear shift -0.036 %
N=8: large-rotation shift 0.100 %
N=8: peak bundle angle 5.86 deg, neighbour slip 5.12 nm
N=8: wedge 276.2 nm, dry length 2748.5 nm (-6.26 %)
Hamaker constant: 1.0e-19 J; film: 1.0 nm
Van der Waals energy: 2.65 mJ/m2; length shift -0.48 %
Modulus range: 130 to 188 GPa
Length shift over modulus range: -5.06 to 4.11 %
Warm-water tension: 0.066 N/m; length shift 2.20 %
N=8 outer-wall root strain: 1.54 %
N=8 outer-wall root stress: 2.57 GPa
```
